# The nonlinear core correction force in spin-polarized plane-wave calculations: test program

```python
"""Nonlinear core correction (NLCC) force in a plane-wave calculation.

Result under test, for a rigid unpolarized partial core n_c of one ion at R:
    F = + integral of (v_up + v_dn)/2 * grad n_c(r - R),
where v_up, v_dn are the functional derivatives of E_xc with respect to the
spin densities n_s = n_valence,s + n_core/2 (s = up, dn).
Model: two ions with Gaussian charges and Gaussian partial cores in a cubic
cell, two up electrons and one down electron, Gamma point, Hartree units.
The electrostatic energy is that of electrons plus Gaussian ion charges; the
self-energy of each Gaussian is a constant and gives no force.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf.dft import libxc

CELL = 7.0                       # cube edge, bohr
N = 21                           # grid points per edge (odd: no Nyquist term)
VOLUME = CELL**3
DV = VOLUME / N**3
ION_CHARGE = np.array([2.0, 1.0])
ION_WIDTH = np.array([0.7, 0.7])
CORE_CHARGE = np.array([4.0, 2.0])
CORE_WIDTH = np.array([0.6, 0.6])
POSITIONS = np.array([[2.0, 3.3, 3.6], [4.9, 3.8, 3.4]])
OCCUPIED = (2, 1)                # up and down electrons
FUNCTIONALS = {"LSDA": "LDA_X,LDA_C_PW", "PBE": "GGA_X_PBE,GGA_C_PBE"}

integers = np.rint(np.fft.fftfreq(N, 1.0 / N)).astype(int)
mesh = np.array(np.meshgrid(integers, integers, integers, indexing="ij"))
G = 2 * np.pi / CELL * mesh
G2 = (G**2).sum(axis=0)
COULOMB = np.where(G2 > 0, 4 * np.pi / np.where(G2 > 0, G2, 1.0), 0.0)

inside = (mesh**2).sum(axis=0) <= 10
basis = mesh[:, inside].T        # integer vectors of the plane-wave basis
kinetic = 0.5 * G2[inside]
difference = (basis[:, None, :] - basis[None, :, :]) % N
DIFF = tuple(difference[..., k] for k in range(3))


def coefficients(f):
    return np.fft.fftn(f, axes=(-3, -2, -1)) / N**3


def on_grid(c):
    return np.fft.ifftn(c, axes=(-3, -2, -1)).real * N**3


def gradient(f):
    return on_grid(1j * G * coefficients(f))


def divergence(field):
    return on_grid((1j * G * coefficients(field)).sum(axis=0))


def form_factor(charge, width, position):
    """Fourier integral of a Gaussian centred at the given position."""
    phase = np.exp(-1j * np.tensordot(position, G, axes=1))
    return charge * np.exp(-0.5 * width**2 * G2) * phase


def gaussians(charges, widths, positions):
    total = sum(form_factor(q, s, p)
                for q, s, p in zip(charges, widths, positions))
    return on_grid(total / VOLUME)


def core_density(positions):
    return gaussians(CORE_CHARGE, CORE_WIDTH, positions)


def overlap_with_gradient(potential, charge, width, position):
    """Integral of potential * grad(Gaussian), as a reciprocal-space sum."""
    terms = 1j * G * form_factor(charge, width, position)
    return (terms * coefficients(potential).conj()).sum(axis=(1, 2, 3)).real


def exchange_correlation(name, density):
    """E_xc, full spin potentials, and potentials without divergence term."""
    flat = density.reshape(2, -1)
    if name == "LSDA":
        e, v = libxc.eval_xc(FUNCTIONALS[name], flat, spin=1, deriv=1)[:2]
        local = np.asarray(v[0]).T.reshape(density.shape)
        full = local
    else:
        g = np.array([gradient(d) for d in density])
        rho = np.concatenate([density[:, None], g], axis=1).reshape(2, 4, -1)
        e, v = libxc.eval_xc(FUNCTIONALS[name], rho, spin=1, deriv=1)[:2]
        local = np.asarray(v[0]).T.reshape(density.shape)
        s = np.asarray(v[1]).T.reshape(3, N, N, N)
        full = local - np.array([
            divergence(2 * s[0] * g[0] + s[1] * g[1]),
            divergence(2 * s[2] * g[1] + s[1] * g[0])])
    return DV * np.sum(e * flat.sum(axis=0)), full, local


def electrostatics(valence, positions):
    net = valence.sum(axis=0) - gaussians(ION_CHARGE, ION_WIDTH, positions)
    c = coefficients(net)
    energy = 0.5 * VOLUME * np.sum(COULOMB * np.abs(c)**2)
    return energy, on_grid(COULOMB * c)


def solve_orbitals(potentials):
    """Valence spin densities, kinetic energy and smallest gap."""
    densities, kinetic_energy, gaps = [], 0.0, []
    for potential, count in zip(potentials, OCCUPIED):
        hamiltonian = coefficients(potential)[DIFF] + np.diag(kinetic)
        levels, vectors = eigh(hamiltonian, subset_by_index=[0, count])
        gaps.append(levels[count] - levels[count - 1])
        density = np.zeros((N, N, N))
        for k in range(count):
            box = np.zeros((N, N, N), dtype=complex)
            box[inside] = vectors[:, k]
            density += np.abs(np.fft.ifftn(box) * N**3)**2 / VOLUME
            kinetic_energy += np.sum(kinetic * np.abs(vectors[:, k])**2)
        densities.append(density)
    return np.array(densities), kinetic_energy, min(gaps)


def self_consistent(name, positions, start):
    """Kohn-Sham solution with Anderson mixing of the spin densities."""
    core = core_density(positions)
    trial, inputs, residuals, beta = start.copy(), [], [], 0.6
    for _ in range(150):
        v_xc = exchange_correlation(name, trial + core / 2)[1]
        v_es = electrostatics(trial, positions)[1]
        new, t, gap = solve_orbitals(v_xc + v_es)
        residual = (new - trial).ravel()
        if np.abs(residual).max() < 1e-8:
            e_xc = exchange_correlation(name, new + core / 2)[0]
            energy = t + electrostatics(new, positions)[0] + e_xc
            return energy, e_xc, new, gap
        inputs = (inputs + [trial.ravel()])[-6:]
        residuals = (residuals + [residual])[-6:]
        update = trial.ravel() + beta * residual
        if len(inputs) > 1:
            dx = np.diff(np.array(inputs), axis=0).T
            df = np.diff(np.array(residuals), axis=0).T
            weights = np.linalg.lstsq(df, residual, rcond=None)[0]
            update = update - (dx + beta * df) @ weights
        trial = update.reshape(trial.shape)
    raise RuntimeError("self-consistency not reached")


def frozen_force(name, valence, weight_up, h=0.01):
    """-dE_xc/dR of ion A at fixed valence density, 4-point differences."""
    share = np.array([weight_up, 1 - weight_up])[:, None, None, None]

    def energy(axis, step):
        moved = POSITIONS.copy()
        moved[0, axis] += step
        density = valence + share * core_density(moved)
        return exchange_correlation(name, density)[0]

    return np.array([-(8 * (energy(a, h) - energy(a, -h))
                       - energy(a, 2 * h) + energy(a, -2 * h)) / (12 * h)
                     for a in range(3)])


def quadrature_force(potential):
    """Real-space sum with the analytic Gaussian gradient of core A."""
    points = np.array(np.meshgrid(*[np.arange(N) * CELL / N] * 3,
                                  indexing="ij"))
    width, total = CORE_WIDTH[0], np.zeros(3)
    norm = CORE_CHARGE[0] / (2 * np.pi * width**2)**1.5
    for shift in np.ndindex(3, 3, 3):
        centre = POSITIONS[0] + CELL * (np.array(shift) - 1)
        r = points - centre[:, None, None, None]
        n = norm * np.exp(-(r**2).sum(axis=0) / (2 * width**2))
        total += DV * (potential * (-r / width**2) * n).sum(axis=(1, 2, 3))
    return total


def show(label, vector):
    print(f"{label}: " + " ".join(f"{x:+.6f}" for x in vector))


guess = gaussians(ION_CHARGE, np.array([1.2, 1.2]), POSITIONS)
guess = np.array([guess * k / sum(OCCUPIED) for k in OCCUPIED])
to_ev_per_angstrom = (physical_constants["Hartree energy in eV"][0]
                      / (physical_constants["Bohr radius"][0] * 1e10))
STEP = 0.004

print(f"cell edge {CELL} bohr, grid {N}^3, plane waves {len(basis)}")
print(f"kinetic cutoff {0.5 * 10 * (2 * np.pi / CELL)**2:.3f} Ha")
print("ion charges A, B (e):", *ION_CHARGE, " widths (bohr):", *ION_WIDTH)
print("core charges A, B (e):", *CORE_CHARGE, " widths (bohr):", *CORE_WIDTH)
print("position A (bohr):", *POSITIONS[0], " B:", *POSITIONS[1])
print("electrons up, down:", *OCCUPIED)
print(f"displacement for energy differences {STEP} bohr")
print("all forces in Ha/bohr, components x y z, unless marked")

for name in FUNCTIONALS:
    energy, e_xc, valence, gap = self_consistent(name, POSITIONS, guess)
    density = valence + core_density(POSITIONS) / 2
    _, v, v_local = exchange_correlation(name, density)
    v_es = electrostatics(valence, POSITIONS)[1]
    assert gap > 0.01 and density.min() > 0

    nlcc = np.array([overlap_with_gradient(v.mean(axis=0), q, s, p)
                     for q, s, p in zip(CORE_CHARGE, CORE_WIDTH, POSITIONS)])
    electric = np.array([-overlap_with_gradient(v_es, q, s, p)
                         for q, s, p in zip(ION_CHARGE, ION_WIDTH, POSITIONS)])
    total = nlcc + electric
    core_a = (CORE_CHARGE[0], CORE_WIDTH[0], POSITIONS[0])
    only_up = overlap_with_gradient(v[0], *core_a)
    only_dn = overlap_with_gradient(v[1], *core_a)

    # Frozen valence density: equal and unequal division of the core.
    frozen = frozen_force(name, valence, 0.5)
    assert np.allclose(nlcc[0], frozen, atol=1e-6, rtol=0)
    assert np.abs(only_up - frozen).max() > 1e-4
    assert np.abs(only_dn - frozen).max() > 1e-4
    share = np.array([0.7, 0.3])[:, None, None, None]
    v_unequal = exchange_correlation(
        name, valence + share * core_density(POSITIONS))[1]
    unequal = overlap_with_gradient((share * v_unequal).sum(axis=0), *core_a)
    assert np.allclose(unequal, frozen_force(name, valence, 0.7),
                       atol=1e-6, rtol=0)

    # Reciprocal-space sum against real-space quadrature, and by parts.
    direct = quadrature_force(v.mean(axis=0))
    assert np.allclose(nlcc[0], direct, atol=1e-5, rtol=0)
    by_parts = -DV * (gaussians(*[[x] for x in core_a])
                      * gradient(v.mean(axis=0))).sum(axis=(1, 2, 3))
    assert np.allclose(direct, by_parts, atol=1e-5, rtol=0)

    # Re-converged total energies at displaced positions of ion A along x.
    results = []
    for sign in (1, -1):
        moved = POSITIONS.copy()
        moved[0, 0] += sign * STEP
        results.append(self_consistent(name, moved, valence))
    numeric = -(results[0][0] - results[1][0]) / (2 * STEP)
    relaxed_xc = -(results[0][1] - results[1][1]) / (2 * STEP)
    assert abs(total[0, 0] - numeric) < 5e-6
    assert abs(electric[0, 0] - numeric) > 1e-3
    assert abs(relaxed_xc - nlcc[0, 0]) > 1e-4

    # Translation invariance; exact only up to the real-space grid error,
    # which is larger for the gradient functional and is printed for both.
    valence_side = -sum(DV * (v[s] * gradient(valence[s])).sum(axis=(1, 2, 3))
                        for s in range(2))
    sum_rule_error = np.abs(nlcc.sum(axis=0) - valence_side).max()
    if name == "LSDA":
        assert sum_rule_error < 1e-4
        assert np.abs(total.sum(axis=0)).max() < 1e-4

    print(f"--- {name}: energy {energy:.6f} Ha, E_xc {e_xc:.6f} Ha")
    print(f"smallest gap {gap:.4f} Ha, "
          f"lowest spin density {density.min():.2e} bohr^-3")
    show("NLCC force on A, spin average", nlcc[0])
    show("same in eV/angstrom", nlcc[0] * to_ev_per_angstrom)
    show("frozen-valence energy difference", frozen)
    show("real-space quadrature", direct)
    show("wrong: v_up only", only_up)
    show("wrong: v_dn only", only_dn)
    if name == "PBE":
        no_divergence = overlap_with_gradient(v_local.mean(axis=0), *core_a)
        assert np.abs(no_divergence - frozen).max() > 1e-4
        show("wrong: no divergence term", no_divergence)
    show("core split 0.7/0.3, weighted potentials", unequal)
    show("electrostatic force on A", electric[0])
    show("total force on A", total[0])
    print(f"total-energy difference, x: {numeric:+.6f}")
    print(f"analytic minus difference, x: {total[0, 0] - numeric:+.1e}")
    print(f"-dE_xc/dX with relaxed density, x: {relaxed_xc:+.6f}")
    show("NLCC force on B", nlcc[1])
    show("sum of NLCC forces", nlcc.sum(axis=0))
    show("valence side of sum rule", valence_side)
    print(f"largest sum-rule error: {sum_rule_error:.1e}")
    print("largest component of total force sum: "
          f"{np.abs(total.sum(axis=0)).max():.1e}")

print("done: every assertion held")
```

Output:

```
cell edge 7.0 bohr, grid 21^3, plane waves 147
kinetic cutoff 4.028 Ha
ion charges A, B (e): 2.0 1.0  widths (bohr): 0.7 0.7
core charges A, B (e): 4.0 2.0  widths (bohr): 0.6 0.6
position A (bohr): 2.0 3.3 3.6  B: 4.9 3.8 3.4
electrons up, down: 2 1
displacement for energy differences 0.004 bohr
all forces in Ha/bohr, components x y z, unless marked
--- LSDA: energy -3.388673 Ha, E_xc -4.614392 Ha
smallest gap 0.1362 Ha, lowest spin density 1.08e-04 bohr^-3
NLCC force on A, spin average: +0.028510 +0.001796 -0.000665
same in eV/angstrom: +1.466062 +0.092368 -0.034190
frozen-valence energy difference: +0.028510 +0.001796 -0.000665
real-space quadrature: +0.028510 +0.001796 -0.000665
wrong: v_up only: +0.015090 -0.006319 +0.002646
wrong: v_dn only: +0.041931 +0.009912 -0.003976
core split 0.7/0.3, weighted potentials: +0.025908 -0.000014 +0.000074
electrostatic force on A: -0.030502 -0.013820 +0.005613
total force on A: -0.001991 -0.012024 +0.004948
total-energy difference, x: -0.001991
analytic minus difference, x: -2.0e-07
-dE_xc/dX with relaxed density, x: +0.065875
NLCC force on B: -0.029912 -0.002890 +0.001117
sum of NLCC forces: -0.001402 -0.001094 +0.000452
valence side of sum rule: -0.001404 -0.001094 +0.000452
largest sum-rule error: 1.8e-06
largest component of total force sum: 1.8e-06
--- PBE: energy -3.513836 Ha, E_xc -4.760069 Ha
smallest gap 0.1490 Ha, lowest spin density 9.80e-05 bohr^-3
NLCC force on A, spin average: +0.020201 -0.000158 +0.000119
same in eV/angstrom: +1.038791 -0.008111 +0.006120
frozen-valence energy difference: +0.020201 -0.000158 +0.000119
real-space quadrature: +0.020201 -0.000158 +0.000119
wrong: v_up only: +0.002576 -0.010360 +0.004276
wrong: v_dn only: +0.037827 +0.010044 -0.004038
wrong: no divergence term: +0.035497 +0.002304 -0.000862
core split 0.7/0.3, weighted potentials: +0.016981 -0.002186 +0.000946
electrostatic force on A: -0.030586 -0.013861 +0.005627
total force on A: -0.010385 -0.014019 +0.005746
total-energy difference, x: -0.010385
analytic minus difference, x: -1.9e-07
-dE_xc/dX with relaxed density, x: +0.055200
NLCC force on B: -0.020812 -0.000932 +0.000337
sum of NLCC forces: -0.000611 -0.001089 +0.000456
valence side of sum rule: -0.001022 -0.001088 +0.000455
largest sum-rule error: 4.1e-04
largest component of total force sum: 4.1e-04
done: every assertion held
```
